# Why fast holes triple the diffusivity of doubly charged cation vacancies

A metal at high temperature is covered by a compact oxide that contains slightly too few cations. Oxygen arriving at the outer surface extends the crystal and leaves empty cation sites there. These vacancies migrate inward and are filled by metal atoms at the inner surface, so cations travel outward and the scale thickens. Each vacancy carries charge $-2e$, and two holes of charge $+e$ accompany it. No wire joins the two faces, so the net electric current is zero. If the holes are much more mobile than the vacancies, do they affect the vacancy flux, and by how much?

## 1. The simple case: very fast holes

Let $x$ run from the metal ($x=0$) to the gas ($x=L$). The vacancy and hole concentrations are $c(x)$ and $p(x)$, the diffusivities $D_v$ and $D_h$ are constant, and a prime means $d/dx$. The oxygen sublattice is at rest and serves as the frame of reference. Both carriers are taken as dilute and ideal, and all vacancies as fully ionized.

In a field $E$, a carrier of charge $qe$ drifts at velocity $D\,qeE/kT$, by the Einstein relation. With the shorthand $f=eE/kT$, an inverse length, diffusion plus drift gives

$$J_v=-D_v(c'+2cf),\qquad J_h=-D_h(p'-pf).$$

The signs differ because a positive field pushes holes towards the gas and vacancies towards the metal.

Two conditions tie the fluxes together. Neutrality in the interior requires $p=2c$. Zero current requires $eJ_h-2eJ_v=0$, so

$$J_h=2J_v .$$

Two holes therefore accompany each vacancy inward. Dividing the hole flux by $D_h$ gives

$$p'-pf=-\frac{2J_v}{D_h}.$$

For $D_h\to\infty$ at finite $J_v$, the right side vanishes. The holes then nearly balance diffusion against drift, and

$$f=\frac{p'}{p}=\frac{c'}{c},\qquad E=\frac{kT}{e}\frac{d\ln c}{dx}.$$

The second form of $f$ follows from $p=2c$. Insertion into the vacancy flux gives

$$J_v=-D_v\left(c'+2c\,\frac{c'}{c}\right)=-3D_vc'.$$

This is the tripling. One part of the flux is ordinary diffusion and two parts are drift. The vacancies hop no more often than before; $D_v$ is unchanged, but their hops are biased.

The field responsible is the ambipolar diffusion field. Vacancies and holes are both more abundant near the gas, so both tend to diffuse inward. The holes would run ahead, and the slight charge separation this causes sets up a field pointing towards the gas. That field restrains the holes and pulls the negative vacancies inward. No applied voltage is involved.

## 2. Holes of finite speed

Now keep $D_h$ finite. Putting $p=2c$ into $J_h=2J_v$ gives

$$-D_h(2c'-2cf)=-2D_v(c'+2cf).$$

Divide by $-2$ and collect the terms in $c'$ and $cf$:

$$D_h(c'-cf)=D_v(c'+2cf)\;\Rightarrow\;(D_h-D_v)c'=(D_h+2D_v)cf,$$

$$f=\frac{D_h-D_v}{D_h+2D_v}\,\frac{c'}{c}.$$

The bracket in the vacancy flux becomes

$$c'+2cf=c'\,\frac{D_h+2D_v+2D_h-2D_v}{D_h+2D_v}=\frac{3D_h}{D_h+2D_v}\,c',$$

and therefore

$$J_v=-D_{\rm eff}c',\qquad D_{\rm eff}=\frac{3D_vD_h}{D_h+2D_v}.$$

Three limits show what this says.

- For $D_h\gg D_v$, $D_{\rm eff}\to3D_v$. The shortfall of $D_{\rm eff}/D_v$ from 3 is $6D_v/(D_h+2D_v)$.
- For $D_h=D_v$, the field vanishes and $D_{\rm eff}=D_v$. Equally mobile carriers with $p=2c$ already give zero current by diffusion alone.
- For $D_h\ll D_v$, the field reverses and $D_{\rm eff}\to\tfrac32D_h$. The holes now hold the vacancies back.

So the presence of holes is not enough to triple the diffusivity; they must also be fast.

The same algebra covers vacancies of charge $-ze$. Then $p=zc$ and $J_h=zJ_v$, which give $D_h(c'-cf)=D_v(c'+zcf)$, so that

$$f=\frac{D_h-D_v}{D_h+zD_v}\frac{c'}{c},\qquad D_{\rm eff}=\frac{(1+z)D_vD_h}{D_h+zD_v}.$$

Fast holes thus double the diffusivity of singly charged vacancies. The 3 is $1+z$ with $z=2$.

## 3. A second case: impurities that fix the holes

The tripling also needs the vacancies themselves to set the hole concentration. Suppose the oxide contains a uniform concentration $A$ of immobile acceptors of charge $-e$. Neutrality is now $p=2c+A$. Fast holes still give $f=p'/p=2c'/(2c+A)$, and so

$$J_v=-D_vc'\left(1+\frac{4c}{2c+A}\right).$$

For $A=0$ the factor is 3. For $A=2c$ it is 2, and for $A\gg c$ it falls to 1: a large uniform hole background has almost no relative gradient, hence almost no field. Immobile donors correspond to negative $A$ and raise the factor above 3, as long as $2c+A$ stays positive and the holes remain plentiful enough to count as fast and far outnumber electrons; where donors exceed $2c$, electrons take over and the formula no longer applies. The undoped oxide, $A=0$, is treated from here on.

## 4. Is it consistent to assume neutrality and a field?

A varying field requires charge. With permittivity $\varepsilon$, Poisson's equation is

$$E'=\frac{e}{\varepsilon}(p-2c).$$

In steady state without sources $J_v$ is constant, so the neutral solution has a linear $c$. Differentiating $E=(kT/e)c'/c$ with $c''=0$ gives $E'=-(kT/e)(c'/c)^2$. The interior thus carries a slight negative charge. Define the Debye length, which counts each carrier with the square of its charge, by

$$\lambda^{-2}=\frac{e^2(4c+p)}{\varepsilon kT}=\frac{6e^2c}{\varepsilon kT}.$$

The imbalance relative to the hole concentration is then

$$\frac{|p-2c|}{p}\approx\frac{\varepsilon kT}{2e^2c}\left(\frac{c'}{c}\right)^2=3\lambda^2\left(\frac{c'}{c}\right)^2.$$

Neutrality is a good approximation where $c$ changes little over a Debye length.

For fast holes the correction to the flux can be found without assuming neutrality inside. The relation $pf=p'$ still holds, while Poisson's equation gives $2c=p-\varepsilon E'/e$. Hence

$$c'+2cf=c'+p'-\frac{\varepsilon E'}{e}\frac{eE}{kT}=\frac{d}{dx}\left(c+p-\frac{\varepsilon E^2}{2kT}\right).$$

Integrating across the scale, with $\Delta$ meaning gas value minus metal value,

$$J_vL=-D_v\left[\Delta c+\Delta p-\frac{\varepsilon\,\Delta(E^2)}{2kT}\right].$$

If $p=2c$ at both ends, the first two terms give $3\Delta c$. The field is stronger at the metal end, where $c$ is small, so $\Delta(E^2)<0$ and the factor is slightly above 3. Charged double layers at the interfaces lie outside this model.

## 5. A time-dependent test

A diffusivity should also govern the decay of a disturbance. Take a uniform oxide with $c=c_0$, $p=2c_0$, add small disturbances $u$ to $c$ and $w$ to $p$, and impose neither neutrality nor zero current on them. Since $f$ is itself small, the linearized continuity equations are

$$\dot u=D_v(u''+2c_0f'),\qquad \dot w=D_h(w''-2c_0f'),$$

with $f'=(e^2/\varepsilon kT)(w-2u)$. For a wave of wavenumber $\kappa$, set $\beta=e^2c_0/\varepsilon kT$. Then

$$\dot u=-D_v(\kappa^2+4\beta)u+2D_v\beta w,$$

$$\dot w=4D_h\beta u-D_h(\kappa^2+2\beta)w .$$

The product of the two decay rates is the determinant,

$$D_vD_h\left[(\kappa^2+4\beta)(\kappa^2+2\beta)-8\beta^2\right]=D_vD_h(\kappa^4+6\beta\kappa^2),$$

and their sum is $(D_v+D_h)\kappa^2+\beta(4D_v+2D_h)$. When $\kappa^2\ll\beta$, one rate is nearly the whole sum: it is the fast removal of net charge. The other is the product divided by the sum,

$$\frac{6\beta\kappa^2D_vD_h}{\beta(4D_v+2D_h)}=\frac{3D_vD_h}{D_h+2D_v}\,\kappa^2=D_{\rm eff}\kappa^2 .$$

The ambipolar diffusivity thus emerges by itself for disturbances much longer than the Debye length. Numerical eigenvalues at $\kappa^2/\beta=10^{-4}$ give $D_{\rm eff}/D_v=0.273$, 1.000, 2.500 and 2.994 for $D_h/D_v=0.2$, 1, 10 and 1000, in agreement with the formula.

## 6. The same 3 in Wagner's theory

Wagner's theory uses the oxygen pressure as the driving variable. For fast holes $f=(\ln p)'$, so the vacancy flux can be written

$$J_v=-D_vc\left[(\ln c)'+2(\ln p)'\right]=-D_vc\,[\ln(cp^2)]'.$$

Local equilibrium of the reaction $\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+V''+2h$, where $\mathrm{O_O}$ is an oxygen ion on its own site, requires $cp^2=KP^{1/2}$. Inside the scale $P$ is an equivalent pressure that labels the local oxygen potential; no gas is present there. Therefore

$$J_v=-\frac{D_vc}{2}\frac{d\ln P}{dx},\qquad |J_v|L=\frac{D_v}{2}\int_{P_{\rm metal}}^{P_{\rm gas}}c\;d\ln P .$$

With $p=2c$ the equilibrium condition reads $4c^3=KP^{1/2}$, so $c\propto P^{1/6}$ and $d\ln P=6\,dc/c$. The integral becomes

$$|J_v|L=\frac{D_v}{2}\,6\,\Delta c=3D_v\Delta c .$$

The field has not been left out of Wagner's formula; it is contained in the gradient of the oxygen potential. Multiplying that integral by a further 3 would count it twice.

Each vacancy arriving at the metal corresponds to one cation moved outward, hence to one new formula unit. With $N$ cation sites per volume and vacancy site fraction $x_v=c/N$,

$$\frac{dL}{dt}=\frac{|J_v|}{N}=\frac{3D_v\Delta x_v}{L}\equiv\frac{k}{L}.$$

From zero initial thickness, $L\,dL=k\,dt$ integrates to $L^2=2kt$, with $k=3D_v\Delta x_v$. The steady profile may be used during growth because $L\,(dL/dt)/D_{\rm eff}=\Delta x_v\ll1$.

## 7. Numbers for a growing scale

Consider low-pressure oxidation at 1273 K of a transition metal that forms a cation-deficient rock-salt monoxide. The inputs are round illustrative values, not data for one compound, and real vacancy diffusivities and growth rates can differ from them considerably: $L=2000$ nm, $N=5\times10^{22}\ \mathrm{cm^{-3}}$, $D_v=10^{-8}\ \mathrm{cm^2/s}$, hole mobility $0.3\ \mathrm{cm^2/Vs}$ and relative permittivity 12. The oxygen pressure is 0.1 Torr outside, with an equivalent $10^{-7}$ Torr at the metal.

The pressure ratio of $10^6$ gives a concentration ratio of $(10^6)^{1/6}=10$. With $x_v=10^{-5}$ at the gas side, $c$ falls from $5\times10^{17}$ to $5\times10^{16}\ \mathrm{cm^{-3}}$. The thermal voltage is $kT/e=0.1097$ V, so $D_h=0.3\times0.1097=0.0329\ \mathrm{cm^2/s}$ and $D_h/D_v=3.3\times10^6$. The shortfall from 3 due to finite hole speed is $1.8\times10^{-6}$, so $D_{\rm eff}=3.0\times10^{-8}\ \mathrm{cm^2/s}$.

The concentration gradient is

$$c'=\frac{4.5\times10^{17}}{2\times10^{-4}}=2.25\times10^{21}\ \mathrm{cm^{-4}}.$$

Diffusion alone would carry $D_vc'=2.25\times10^{13}$ vacancies $\mathrm{cm^{-2}s^{-1}}$ inward; with the field the flux is $6.75\times10^{13}$. The field-free state cannot persist, since its unbalanced hole diffusion would be a current of about $24\ \mathrm{A/cm^2}$.

The field at the metal side is

$$E=0.1097\times\frac{2.25\times10^{21}}{5\times10^{16}}=4.9\times10^3\ \mathrm{V/cm}=4.9\times10^{-3}\ \mathrm{MV/cm},$$

and ten times less at the gas side. The potential is higher at the metal by $0.1097\ln10=0.253$ V.

The growth constant is $k=3\times10^{-8}\times9\times10^{-6}=2.7\times10^{-13}\ \mathrm{cm^2/s}$, so growth takes

$$t=\frac{(2\times10^{-4})^2}{2\times2.7\times10^{-13}}\ \mathrm{s}\approx21\ \mathrm{h}.$$

A numerical solution with Poisson's equation, started from zero field and with $p=2c$ imposed at the ends, gives a factor of 3.0014 and a drift share of 0.667 at mid-scale. The small excess has the sign found in section 4. Its size also fits: the neutral field and the metal-side Debye length of 15.6 nm give an excess of about $3(\lambda/L)^2\Delta c/c=3\times(15.6/2000)^2\times9=0.0016$, against 0.0014 computed. The largest imbalance $|p-2c|/p$ is 0.8 %. The estimate of section 4 gives 1.5 % at the metal end, where the numerical boundary condition sets it to zero.

The same scale with other mobility ratios gives 0.273 for $D_h/D_v=0.2$, 1.000 for 1 and 2.143 for 5. The mid-scale field is negative, zero and positive in turn, as section 2 requires. Singly charged vacancies with fast holes give 2.001.

## 8. What lowers the factor in a real oxide

**Bound holes.** A vacancy can capture a hole and become $V'$, of charge $-e$. Let $c_2$ and $c_1$ be the concentrations of $V''$ and $V'$, with $n=c_2+c_1$ and $p=2c_2+c_1$, and let both move with $D_v$. Their combined flux is

$$J=-D_v(c_2'+2c_2f+c_1'+c_1f)=-D_v(n'+pf)=-D_v(n'+p'),$$

where the last step uses fast holes. The local factor is therefore $1+dp/dn$. It is 3 when no holes are bound and 2 when every vacancy holds one.

For partial binding, let $c_1=Kc_2p$ and $a=Kp$, so that $n=c_2(1+a)$ and $p=c_2(2+a)$. Since $da=a\,d\ln p$, the second relation gives $d\ln c_2/d\ln p=1-a/(2+a)=2/(2+a)$. The first then gives

$$\frac{d\ln n}{d\ln p}=\frac{2}{2+a}+\frac{a}{1+a}=\frac{2+4a+a^2}{(2+a)(1+a)}.$$

With $p/n=(2+a)/(1+a)$,

$$1+\frac{dp}{dn}=1+\frac{(2+a)^2}{2+4a+a^2}=\frac{(6+2a)(1+a)}{2+4a+a^2}.$$

The binding strength can be estimated from the Coulomb energy at the cation neighbour distance of 0.30 nm. The Bjerrum length $l_B=e^2/(4\pi\varepsilon kT)$ is 1.094 nm, so the energy is $2\times1.094/0.30=7.3\,kT$, or 0.80 eV. With 12 neighbouring cation sites and concentrations counted as site fractions, $K=12e^{7.3}$. At the gas side 24 % of the vacancies then hold a hole, and the local factor is 2.60. For the whole scale, with total vacancy concentrations at the two faces held fixed, $1+\Delta p/\Delta n=2.74$. A lower factor need not mean slower growth. If the oxygen pressures and the equilibrium constant for $V''$ and free holes are held fixed instead, binding adds vacancies, and the scale grows about 13 % faster than without binding. A continuum permittivity at 0.30 nm is crude, and the energy enters exponentially, so these values are only indicative: with a relative permittivity of 9 instead of 12, the same estimate gives a local factor of 2.11, and a second hole bound to some vacancies would lower it slightly further.

**Screened attraction.** Even unbound carriers attract. Debye-Hückel theory gives an excess free energy density $-kT/(12\pi\lambda^3)$, with $\lambda^{-2}=24\pi l_Bc$. Its derivative with respect to $c$, for one vacancy and two holes added together, is

$$\mu_{\rm ex}=-\frac{kT}{12\pi}\,\frac32\,\frac{24\pi l_B}{\lambda}=-3kT\frac{l_B}{\lambda}.$$

This adds to $kT\ln(cp^2)$ in the driving force. Since $1/\lambda\propto c^{1/2}$, the factor changes by $c\,d(\mu_{\rm ex}/kT)/dc=-\tfrac32l_B/\lambda$. At the gas side $\lambda=4.92$ nm, and the change is $-1.5\times1.094/4.92=-0.33$. This estimate and the binding estimate describe overlapping parts of the same attraction, so the two reductions must not simply be added. Nor is either one the whole effect. Screening weakens the binding, and the carriers that stay free still attract. With screening included in both the binding equilibrium and the driving force, the local factor at the gas side is about 2.5.

**Comparison with real scales.** Real monoxides differ widely in vacancy content, and some reach the per cent level, where a dilute theory does not apply. For the rough inputs here, Coulomb attraction lowers the local factor from 3 to about 2.5 at the gas side. Impurities can matter as much, because the vacancies themselves occupy only 1 to 10 ppm of the cation sites. By the formula of section 3, 3 ppm of singly charged acceptors would lower the factor for the whole scale to 2.5, with the same vacancy concentrations at the two faces. The oxide counts as undoped here only if such impurities stay well below 1 ppm. Grain boundaries can change the growth rate more. For square columnar grains 1000 nm wide with boundaries 1 nm thick, the boundary area fraction is $2\times1/1000$, so boundaries match the lattice flux if their diffusivity is 500 times larger, at equal vacancy concentration and driving force. That would double the growth rate without altering the lattice factor. Hole degeneracy, for a band with the free-electron mass, shifts the local factor at the gas side to 3.003, and by less towards the metal. Three further effects were estimated for this example and are smaller still: thermally created electron-hole pairs (for a gap of 3.5 eV at 1273 K and bands with the free-electron mass; in narrow bands with about one state per cation site, a gap of 3.0 eV would already lower the factor for the whole scale to about 2.9), the nonlinearity of hopping in the field, and the motion of the boundary during growth. Slow interface reactions and stress are not estimated here.

The tripling is thus the limit for a thick, undoped scale with fast holes and ideal, fully ionized vacancies. In this example the holes are fast enough by a wide margin; Coulomb attraction and, in a real oxide, ppm-level impurities limit the accuracy of the 3.

## Values computed for the example and the checks

```
Temperature: 1273 K; kT/e: 0.1097 V
Scale thickness: 2000 nm
Oxygen pressure, gas / metal side: 0.1 / 1e-07 Torr
Cation site density: 5.0e+22 cm^-3
Vacancy site fraction, gas / metal: 1.00e-05 / 1.00e-06
Vacancy conc., gas / metal: 5.00e+17 / 5.00e+16 cm^-3
Hole concentration at gas side: 1.00e+18 cm^-3
Pressure exponent of vacancy concentration: 0.16667
Vacancy diffusivity D_v: 1.00e-08 cm2/s
Hole mobility: 0.30 cm2/Vs; D_h: 0.0329 cm2/s
D_h/D_v: 3.291e+06
Ambipolar factor D_eff/D_v: 2.999998
Shortfall from 3, finite hole speed: 1.82e-06
D_eff: 3.000e-08 cm2/s
Factor from full Poisson solution: 3.00142
Drift share of vacancy flux at mid-scale: 0.6667
Poisson test D_h/D_v=0.2, charge -2: factor 0.2727, mid-scale eEL/kT -0.5951
Poisson test D_h/D_v=1, charge -2: factor 1.0000, mid-scale eEL/kT 0.0000
Poisson test D_h/D_v=5, charge -2: factor 2.1432, mid-scale eEL/kT 0.9354
Poisson test D_h/D_v=1e+06, charge -1: factor 2.0013, mid-scale eEL/kT 1.6386
Long-wave decay test D_h/D_v=0.2: factor 0.2727
Long-wave decay test D_h/D_v=1: factor 1.0000
Long-wave decay test D_h/D_v=10: factor 2.5000
Long-wave decay test D_h/D_v=1000: factor 2.9939
Wagner integral / (D_v c_gas/L): 2.70000
Full Poisson flux / (D_v c_gas/L): 2.70128
Neutral-model field at metal side: 4.936e-03 MV/cm
Neutral-model field at gas side: 4.936e-04 MV/cm
Potential drop, metal minus gas: 0.2526 V
Inward vacancy flux without field: 2.250e+13 cm^-2 s^-1
Inward vacancy flux with field: 6.750e+13 cm^-2 s^-1
Current size if field were absent: 2.373e+01 A/cm2
Growth constant k in L^2=2kt: 2.700e-13 cm2/s
Time to grow the scale: 20.58 h
Relative permittivity: 12.0; Bjerrum length: 1.094 nm
Debye length, gas / metal: 4.92 / 15.57 nm
Largest |p-2c|/p in full solution: 8.484e-03
Cation neighbour distance: 0.30 nm
Estimated hole binding energy: 0.800 eV
Vacancies with a bound hole, gas side: 23.7 %
Factor with hole binding, gas side: 2.599
Factor with hole binding, whole scale: 2.740
Debye-Hueckel change of factor, gas side: -0.333
Factor with band-hole degeneracy: 3.0032
Intrinsic carriers for 3.5 eV gap: 2.59e+13 cm^-3
Nonlinear hopping, relative change: 3.04e-07
Boundary speed times L/D_eff: 9.00e-06
Grain size / boundary width: 1000 / 1 nm
D_boundary/D_lattice for equal fluxes: 500
```
